Threshold from the second-derivative peak: choosing the smoothing window

**The result**

At low drain bias, the current I of a long transistor bends most sharply near the onset of conduction. The gate voltage V* where d²I/dV² peaks can serve as the threshold. Differentiating twice amplifies noise, so the data must be smoothed, and smoothing moves the peak. For the channel model derived below and a Gaussian window of standard deviation h, the peak moves up by

δV = 2h²/(9s),

where s is the voltage scale of the turn-on. With gate step Δ, independent current noise of standard deviation σ and current scale I₀, the mean-square error of the peak position, with the displacement left uncorrected, is least at h = ηs, with

η¹¹ = (567/16) B ν,  ν = (σ/I₀)² Δ/s,  B = [15/(16√π)] (729/32)².

Both formulas are leading order in small η. When η is not small, the window is better found by minimizing a fuller error estimate, given below.

**Three readings by hand**

Measure voltage in units of s from V* and call it x; measure current in units of I₀ and call it f(x). The model will give, at x = 0,

f'' = 4/27,  f''' = 0,  f'''' = −32/729,  f⁽⁵⁾ = 128/6561.

Take three readings a distance a apart and form the second difference

G(x) = [f(x+a) − 2f(x) + f(x−a)]/a².

In the Taylor series the odd powers of a cancel, leaving

G(x) = f''(x) + (a²/12) f''''(x) + …

The peak of G is where its slope vanishes. Near x = 0 the slope of f'' is f''''x, so to leading order

f'''' x + (a²/12) f⁽⁵⁾ = 0,  x = −(a²/12)(128/6561)/(−32/729) = (a²/12)(4/9) = a²/27.

Wide spacing therefore moves the peak up. Narrow spacing has the opposite fault. The weights 1, −2, 1 give G a noise √(1+4+1) σ/(I₀a²) = √6 σ/(I₀a²).

Let σ/I₀ = 9.448×10⁻⁴ and s = 30.65 mV, as in the example below. With neighbouring readings 5 mV apart, a = 5/30.65 = 0.163 and the noise is 0.087. The peak is only 4/27 = 0.148 high, so the noise is 59 % of its height. With a = 1 the noise falls to 0.0023, but the peak moves by 1/27 of s, or 1.1 mV. Three readings waste the rest of the sweep; a Gaussian window uses them all with smoothly varying weights.

**The current near threshold**

The algebra uses atomic units, e = ħ = mₑ = 1, and T denotes thermal energy. The device is a p-channel transistor with a two-dimensional channel. V is the source-to-gate voltage, so turning on means increasing V. Flat band is at V = 0, ψ is the upward band bending and ψ_c the bending that brings the band edge to the Fermi level. C is the oxide capacitance per area and C_it that of the interface traps, taken as constant.

The charge across the oxide equals mobile plus trapped charge:

C(V − ψ) = Q + C_it ψ.

For a non-degenerate band of mass m with g states per momentum,

Q = N exp[(ψ − ψ_c)/T],
N = (g/2π) ∫₀^∞ k exp[−k²/(2mT)] dk = g m T/(2π).

Put n = 1 + C_it/C. The balance becomes V = nψ + Q/C, and the second relation gives ψ = ψ_c + T ln(Q/N). Define q = Q/(nCT) and s = nT. Then

V = nψ_c + s ln(nCT/N) + s ln q + s q.

With

V_T = nψ_c + s ln(nCT/N),  u = (V − V_T)/s,

this is

q + ln q = u.

For constant mobility μ and a drain bias V_D small compared with s, the current is proportional to charge:

I = I₀ q,  I₀ = μ C (W/L) s V_D,

where W and L are the channel width and length.

**Where the peak lies**

Primes denote d/du. Differentiating the charge law gives q'(1 + 1/q) = 1, hence q' = q/(1+q). Each further derivative is a derivative with respect to q multiplied by q/(1+q):

q'' = q/(1+q)³,
q''' = q/(1+q) × [(1+q) − 3q]/(1+q)⁴ = q(1−2q)/(1+q)⁵.

Since q is positive, q''' changes sign once, from plus to minus, at q = 1/2. This is the single peak:

V* = V_T + s(1/2 − ln 2).

The mobile charge there is half of nCT. "Threshold" below means V*; V_T is another convention, and the two should not be mixed.

For the shape of the peak,

q'''' = q/(1+q) × [(1−4q)(1+q) − 5(q−2q²)]/(1+q)⁶
= q(1 − 8q + 6q²)/(1+q)⁷,

q⁽⁵⁾ = q/(1+q) × [(1−16q+18q²)(1+q) − 7(q−8q²+6q³)]/(1+q)⁸
= q(1 − 22q + 58q² − 24q³)/(1+q)⁹.

At q = 1/2 the brackets are −3/2 and 3/2. The derivatives are −(3/4)(2/3)⁷ = −32/729 and (3/4)(2/3)⁹ = 128/6561, as used above.

The fifth derivative is positive at the peak, so slight smoothing pushes the peak upward, as derived below. The limits show the same lopsidedness on a larger scale. Far below threshold q ≈ eᵘ, so q'' falls exponentially. Far above, q ≈ u and q'' ≈ 1/u², a much slower fall. An average over a window feels the heavier upper side.

**Finite drain bias**

At a point where the channel's Fermi potential is φ, running from 0 at the source to V_D at the drain, holes and traps respond to ψ − φ. The balance gives V − φ = n(ψ − φ) + Q/C, which is the old law with V replaced by V − φ. The current is then

I = μ(W/L) ∫₀^{V_D} Q dφ = (I₀/V_D) ∫₀^{V_D} q((V − V_T − φ)/s) dφ.

This averages the ideal curve over shifts between 0 and V_D. The mean shift, V_D/2, moves the peak up by that amount and is subtracted. The variance V_D²/12 acts as a little extra smoothing. Since dφ = −s(1+q)dq/q at fixed V, the integral is elementary:

I = (I₀s/V_D) [(q + q²/2) at source − (q + q²/2) at drain].

**The Gaussian window**

Let φ_h be a normalized Gaussian of standard deviation h. From readings I_j at V_j form

ĝ(V) = Δ Σ_j I_j φ_h''(V − V_j),
φ_h''(y) = [(y/h)² − 1] φ_h(y)/h².

When Δ is well below h and the sweep ends are many h away, the sum is an integral. Two integrations by parts turn it into the Gaussian average of d²I/dV². The estimate is the position of the maximum of ĝ, minus V_D/2.

Displacement: averaging a function over a Gaussian of width η adds η²/2 times its second derivative, to leading order. The slope of the smoothed q'' vanishes at a displacement δ when

q'''' δ + (η²/2) q⁽⁵⁾ = 0,  δ = (η²/2)(4/9) = 2η²/9.

Multiplying by s gives 2h²/(9s).

Noise: a small error in the slope of ĝ moves the peak by that error divided by the curvature. The slope error has variance

σ²Δ² Σ_j [φ_h'''(V − V_j)]² ≈ σ²Δ ∫ [φ_h''']² dy.

With x = y/h, φ_h''' = (3x − x³) exp(−x²/2)/(√(2π) h⁴), so

∫ [φ_h''']² dy = (1/(2πh⁷)) ∫ (9x² − 6x⁴ + x⁶) exp(−x²) dx
= (√π/(2πh⁷)) (9/2 − 9/2 + 15/8) = 15/(16√π h⁷).

The curvature of the peak in volts is −(32/729)I₀/s⁴. Dividing by its square, and by s² to return to units of u, gives the position variance Bν/η⁷.

**Balancing the two errors**

The leading mean-square error, in units of s², is

R = 4η⁴/81 + Bν/η⁷.

Setting dR/dη = 0,

16η³/81 = 7Bν/η⁸,  η¹¹ = (567/16)Bν.

At this window the variance is 16η⁴/567 and the squared displacement 28η⁴/567, a ratio of 4/7. The window depends weakly on noise: at fixed Δ, s and I₀, doubling σ widens it by 2^(2/11), about 13 %. The root-mean-square (rms) error scales as η², hence as σ^(4/11), so quieter data help slowly.

Two corrections matter when η is not small. Smoothing flattens the peak, which raises the noise error, and the displacement departs from 2η²/9. The fuller estimate is

R(η) = δ(η)² + [15/(16√π)] ν/[η⁷ c(η)²],

where δ(η) is the actual displacement of the Gaussian-averaged q'' and c(η) its curvature there. Both come from one-dimensional integrals over the known q(u).

This remains a linear theory of noise. It needs the noise in the curvature to be small compared with the curvature itself. The fourth derivative of the Gaussian contains x⁴ − 6x² + 3, and the same integration gives a relative curvature noise

√[105ν/(32√π η⁹)] / |c(η)|.

If this approaches one, noise creates extra maxima and the formula for R fails.

**The general procedure**

1. Estimate σ from fourth differences of the current. Their weights 1, −4, 6, −4, 1 have squares summing to 70, so σ² is their mean square divided by 70, provided the curve itself contributes little and the noise is independent from reading to reading and of the same size along the sweep. If it is not of the same size, only readings near the turn-on should be used.
2. Fit I₀q(u) for s and I₀. This fit sets only the window. A fit over the whole sweep is ruled by the high-current end and gives a wrong s when mobility or contacts bend the curve there; it is safer to fit only the turn-on region (see the last section).
3. Compute ν, minimize R(η) and set h = ηs.
4. Find the maximum of ĝ in an interval several h from both ends.
5. Subtract V_D/2. This needs V_D well below s: in the example below, with the 18 mV window, the shift exceeds V_D/2 by about 0.4 mV at V_D = 30 mV, 1.2 mV at 50 mV and 4.7 mV at 100 mV. It also needs the charge that makes n exceed one to follow the local Fermi potential, as the traps do here; if it is tied to the source or a body instead, the shift is about nV_D/2 (6.0 mV rather than 5.05 mV in the example below). The smoothing displacement is left in and counted as error. This is a choice, and the best window is best only under it. If the sweep follows I₀q(u) exactly and s is known, δ(η)s can be subtracted and a wider window used: in the example below this gives about 0.5 mV rms at h = 27 mV, and the fit of step 2 itself places V* to about 0.01 mV. Those gains rest on the curve having the model's shape: with the mobility law or the long contacts of the last section, a whole-sweep fit misplaces V* by about +36 mV or −18 mV. The h² part of the displacement can also be cancelled without the model, by using φ_h'' − (h²/2)φ_h'''' in place of φ_h''; in the example, with the peak sought between 0.2 and 0.85 V, this gives about 1.9 mV rms at h = 25 mV. The window formulas given here do not apply to that kernel.

**A monolayer WSe2 transistor**

The parameters are rough typical values: 300 K, 10 nm of silicon dioxide, hole mass 0.4 mₑ, g = 2, ψ_c = 0.50 V, mobility 50 cm²/Vs, W/L = 1, L = 10 μm and 4×10¹¹ traps per eV per cm². The drain bias is 10 mV. The gate is swept from 0 to 1.2 V in 5 mV steps with 5 pA noise, and the peak is sought between 0.2 and 1.0 V.

The oxide capacitance is 0.3453 μF/cm², giving n = 1.1856 and s = 1.1856 × 25.85 = 30.65 mV. With nCT/N = 0.01529,

V_T = 1.1856 × 0.50 + 0.03065 ln 0.01529 = 0.4647 V,
V* = 0.46467 − 0.00592 = 0.45875 V.

The current scale is 50 × 0.3453×10⁻⁶ × 0.03065 × 0.010 A = 5.29 nA. Then

ν = (9.448×10⁻⁴)² × 5/30.65 = 1.456×10⁻⁷,
η¹¹ = 9727.8 × 1.456×10⁻⁷ = 1.416×10⁻³,

so η = 0.551 and h = 16.9 mV. The fuller estimate gives η = 0.587 and h = 18.0 mV. The closed-form window costs 5 % more mean-square error by that estimate, so it is a good starting value here.

At 18.0 mV the leading displacement is 2 × 18.0²/(9 × 30.65) = 2.35 mV; the full one is 2.05 mV. Smoothing lowers the curvature magnitude from 0.0439 to 0.0355 in units of I₀/s⁴, and the predicted scatter is 1.54 mV. Together they give √(2.05² + 1.54²) = 2.57 mV rms.

Tests on 4000 simulated sweeps, with the finite drain bias included, compared this theory with the maximum of ĝ. All errors are relative to the model's V*:

- h = 9.0 mV: predicted 15.0 mV, simulated 8.0 mV
- h = 13.5 mV: predicted 4.06 mV, simulated 4.12 mV
- h = 18.0 mV: predicted 2.57 mV, simulated 2.64 mV
- h = 27.0 mV: predicted 4.09 mV, simulated 4.14 mV

The first line shows the linear theory failing. Relative curvature noise is 0.16 at 18.0 mV. Halving h multiplies the η factor by 2^4.5 ≈ 23, and the curvature cannot make up for that, so the ratio is well above one. The predicted error should not be used there. With no smoothing, the 5 mV second difference gave 103 mV rms.

When σ, s and I₀ were estimated from each sweep, 300 of these sweeps gave 2.59 mV rms, so for sweeps that follow the model, estimating them cost nothing visible. One sweep gave h = 17.95 mV and a threshold of 0.4587 V, within 0.04 mV of V*. That closeness is luck: noise happened to cancel the displacement. The rms error is the fair measure.

The drain bias moved the noiseless peak by 5.05 mV, against V_D/2 = 5 mV. The leading formula puts the extra shift at 2V_D²/(108s) = 0.06 mV; the computed excess is 0.05 mV.

**What real devices change**

Of the model errors tried below, at the sizes assumed and with the window held at 18.0 mV, the largest shift comes from taking the mobility as constant, with a 0.2 μm contact close behind. The ranking depends on those sizes: shorter contacts or potential disorder can exceed it, as shown below. Suppose mobility rises as a small power γ of density, so I ∝ q^(1+γ) ≈ q + γ q ln q. Because ln q = u − q, the added term is γ(uq − q²). At the peak, where q''' = 0, q' = 1/3 and q'' = 4/27, its third derivative is

γ(3q'' − 6q'q'') = γ(4/27)(3 − 2) = 4γ/27.

Dividing by −q'''' gives a shift of (4γ/27)(729/32) = 27γ/8 in u. For γ = 0.1 this is 10 mV to first order; the computed shift with the 18.0 mV window is 11.4 mV. That is over four times the rms error from noise and smoothing. A well-chosen window does not remove it. A falling mobility reverses the sign: γ = −0.1 gives −11.0 mV.

Contacts move the peak down, as a falling mobility does. Take a contact resistivity of 10⁻³ Ω cm², again a rough value. Current enters over a transfer length √(ρ/R), where ρ is the contact resistivity and R the sheet resistance of the channel. If the gate also controls the sheet under the contact, R ∝ 1/q there and this length grows as √q; it is 230 nm at q = 1. Each long contact adds the resistance of that length of channel. The two contacts then reduce the current to I₀q/(1 + κ√q), with κ = 2 × 0.230/10 = 0.046. The computed shift is −3.8 mV. This needs contacts much longer than the transfer length; for a contact of length L_c the added length is multiplied by coth(L_c/L_T), with L_T the transfer length, and a 0.2 μm contact gives −9.9 mV, a 0.1 μm contact −16.7 mV. A series resistance that does not change with gate voltage, of the same size at q = 1, gives I₀q/(1 + κq) and −8.9 mV. Contacts whose barrier itself changes with gate voltage are a serious concern in WSe2, and this estimate does not cover them.

These shifts keep the 18.0 mV window. The same effects also mislead a step 2 fit made over the whole sweep. It returns s ≈ 43 mV for γ = 0.1 and s ≈ 19 mV for long contacts; in the second case the window shrinks to about 13.5 mV and the rms error, measured from the model's V*, rises from about 2.4 mV with the 18.0 mV window to about 4.6 mV. For 0.2 μm contacts the fitted s runs toward zero, the window falls below the gate step and the peak is lost. Fitting only 0.30 to 0.60 V keeps s between about 27 and 31 mV in all these cases.

Degeneracy is minor at the peak, where the hole density is 3.3×10¹⁰ /cm² against N = 4.3×10¹² /cm². With a_d = nCT/N, the two-dimensional Fermi gas replaces ln(a_d q) by ln[exp(a_d q) − 1] ≈ ln(a_d q) + a_d q/2. The charge law becomes u = q(1 + a_d/2) + ln q. Rescaling q by 1 + a_d/2 restores the old law with u raised by about a_d/2, so the peak moves by −s a_d/2 = −0.23 mV. The computed value is −0.24 mV.

The model also takes ψ as uniform over the channel. Its own trapped charge at the peak is 1.5×10¹¹ /cm², over four times the hole density. Treated as random point charges 0.5 to 2 nm from the channel and screened only by the gate, these give a rough potential scatter of 40 to 80 mV, larger than s. A real monolayer may therefore turn on more broadly than q(u), and this is not included in the other shifts quoted here. As a crude measure, averaging q over a Gaussian spread of V_T of 40 to 80 mV moves the peak up by about 6 to 16 mV.

Other effects move the threshold itself. The trap density was taken as constant in energy, while in real monolayers it often rises toward the band edge. An added exponential tail of 10¹³ per eV per cm² at the edge and 50 meV width moves the peak up by about 16 mV, with the hole density at the peak nearly unchanged; a tail of 2×10¹² and 100 meV width moves it by about 32 mV and raises that density by about 10 %. Slow traps holding 10¹⁰ charges per cm² shift it by 4.6 mV. Temperature shifts it by −0.45 mV/K in this model, with ψ_c and the trap density fixed. At the end of the sweep the oxide field is 0.73 MV/cm, far below a rough breakdown field of 10 MV/cm. For a rough 3 eV barrier, tilted by the 0.73 V across the oxide, and tunnelling mass 0.4 mₑ, the tunnelling factor is about 10⁻⁴⁶, so ideal oxide leakage is negligible; leakage through defects is not included.

Noise need not be uniform or independent. Noise proportional to current, matched to 5 pA at I = I₀/2, gave 2.90 mV rms with the same window. Step 1 applied to the whole sweep is misled by it: σ comes out near 90 pA, the window widens to about 34 mV and the rms error is about 5.9 mV. A correlation of 0.5 between neighbouring readings, at the same σ, gave 3.01 mV. Neighbouring weights of φ_h''' overlap by 0.87 at this window, so the correlation multiplies the variance by 1.87. With the mean error 2.05 + 0.05 mV from smoothing and drain bias, √(2.10² + 1.87 × 1.54²) ≈ 2.97 mV, close to the result. That figure keeps the 18.0 mV window. Step 1 is misled by such noise: the fourth-difference variance falls from 70σ² to 70σ² − 56σ² = 14σ², σ is estimated as 2.2 pA, the window shrinks to about 15.3 mV and the rms error rises to about 3.9 mV.

The window also depends on the trap density. A value of 10¹² per eV per cm² would raise n to about 1.46 and s to about 38 mV. With the other settings fixed, I₀ ∝ s, so ν ∝ s⁻³ and the leading window scales as s^(8/11). The 18 mV window would become about 21 mV. The threshold would also move, since V_T contains n. The 18 mV figure therefore belongs to these settings; for another device, the noise and turn-on scale must be measured afresh.

Numbers as computed

```
temperature 300 K, oxide 10 nm, permittivity 3.9
trap density 4.0e+11 /eV/cm2, hole mass 0.4 m_e, g = 2
band-edge bending 0.50 V, mobility 50 cm2/Vs
W/L 1, length 10 um, drain bias 10 mV
sweep 0.0 to 1.2 V, step 5 mV, noise 5.0 pA
search interval 0.2 to 1.0 V
oxide capacitance 0.3453 uF/cm2
thermal voltage 25.85 mV, n = 1.1856, s = 30.65 mV
band-edge density N 4.320e+12 /cm2, ratio nCT/N = 0.01529
V_T = 0.4647 V, true peak V* = 0.4587 V, V*-V_T = -5.92 mV
hole density at peak 3.303e+10 /cm2
current scale I0 = 5.292 nA, sigma/I0 = 9.448e-04, nu = 1.456e-07
constant B = 274.51, 567 B/16 = 9727.8
numerical power of nu in best window 0.09108 (1/11 = 0.09091)
closed-form window eta = 0.5508, h = 16.88 mV
full-risk window eta = 0.5874, h = 18.00 mV
mean-square error, closed-form over full-risk window 1.0492
displacement at h: full 2.050 mV, leading 2.350 mV
peak curvature, smoothed -0.03550, unsmoothed -0.04390 (units I0/s^4)
predicted scatter 1.543 mV, curvature noise/curvature 0.160
simulated mean error 2.131 mV, scatter 1.553 mV
window 0.50 h = 9.00 mV: rms error predicted 14.97 mV, simulated 7.98 mV
window 0.75 h = 13.50 mV: rms error predicted 4.06 mV, simulated 4.12 mV
window 1.00 h = 18.00 mV: rms error predicted 2.57 mV, simulated 2.64 mV
window 1.50 h = 27.00 mV: rms error predicted 4.09 mV, simulated 4.14 mV
unsmoothed second difference: rms error 102.6 mV
drain-bias shift 5.047 mV, V_D/2 = 5.000 mV
one sweep: sigma 4.94 pA, s 30.68 mV, I0 5.298 nA
one sweep: window 17.95 mV, threshold 0.4587 V, error -0.04 mV
whole algorithm, 300 sweeps: rms error 2.59 mV
degeneracy shift -0.236 mV, first-order law -0.234 mV
contact resistivity 1e-03 ohm cm2, transfer length at q=1 230 nm
contact-resistance shift -3.824 mV
mobility rising as density^0.1: shift 11.426 mV
noise proportional to current (0.189 %): rms error 2.90 mV
neighbour noise correlation 0.5: rms error 3.01 mV
slow traps 1e+10 /cm2: shift 4.64 mV
temperature drift of peak -0.447 mV/K
hole density at sweep end 1.384e+12 /cm2
oxide field at sweep end 0.729 MV/cm
tunnelling: barrier 3.0 eV, mass 0.4 m_e, log10 factor -45.7
```
